**Decay rate of a dipole emitter above a perfect mirror**

The program tests the decay rates of a two-level emitter at height $z$ above a perfect mirror, with $x=2kz$, $k=\omega/c$ and free rate $\Gamma_0=4k^3d^2/3$ in atomic units. The formulas are $\Gamma_\perp/\Gamma_0=1-3(\cos x/x^2-\sin x/x^3)$ and $\Gamma_\parallel/\Gamma_0=1-\tfrac32(\sin x/x+\cos x/x^2-\sin x/x^3)$. At four heights, and for perpendicular, parallel and tilted dipoles, it asserts that they agree with a golden-rule sum over normalized standing modes, with the emission of the dipole and its image into the upper half-space, and with the image field at the emitter. It also asserts the boundary condition on the mirror, the norm and orthogonality of sample modes, the contact limits with their first corrections, and the leading oscillations at large distance. The output shows the perpendicular ratio tending to 2 and the parallel ratio to 0 at contact. For the model emitter, with a free lifetime of 46.7 ns, the lifetimes at one eighth of a wavelength are 26.3 ns (perpendicular) and 108 ns (parallel).

## Program and output

```python
"""Decay rate of a two-level emitter at height z above a perfect mirror.

Result under test, with x = 2 k z and k = omega / c:
  perpendicular dipole: rate/free = 1 - 3 (cos x/x^2 - sin x/x^3)
  parallel dipole:      rate/free = 1 - 1.5 (sin x/x + cos x/x^2 - sin x/x^3)
The first tends to 2 and the second to 0 when k z tends to 0.
Hartree atomic units: hbar = e = m_e = 4 pi eps0 = 1, c = 1/alpha.
omega: transition frequency, d: real transition dipole, free: 4 k^3 d^2 / 3.
The mirror is the plane z = 0. The image of dipole d is -M d, M = diag(1,1,-1).
Independent roads: a golden-rule sum over normalised standing modes, angular
quadrature, and the field of the image dipole at the emitter.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import minimize_scalar

MIRROR = np.array([1.0, 1.0, -1.0])
C = 1.0 / const.fine_structure
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
TIME_S = const.physical_constants["atomic unit of time"][0]
nodes, weights = np.polynomial.legendre.leggauss(200)
U, W = 0.5 * (nodes + 1.0), 0.5 * weights      # quadrature on 0 < u < 1


def ratio_perp(x):
    return 1 - 3 * (np.cos(x) / x**2 - np.sin(x) / x**3)


def ratio_par(x):
    return 1 - 1.5 * (np.sin(x) / x + np.cos(x) / x**2 - np.sin(x) / x**3)


def integral_perp(q):
    """Angular integral over half-space modes, q = k z."""
    return 3 * np.sum(W * (1 - U**2) * np.cos(q * U)**2)


def integral_par(q):
    return 1.5 * np.sum(W * (1 + U**2) * np.sin(q * U)**2)


def dipole_field(R_vec, p, k):
    """Complex field amplitude of an oscillating dipole p at distance R_vec."""
    R = np.linalg.norm(R_vec)
    n = R_vec / R
    far = k**2 * (p - n * (n @ p))
    near = (3 * n * (n @ p) - p) * (1 / R**2 - 1j * k / R)
    return np.exp(1j * k * R) / R * (far + near)


def standing_modes(kz, phi, z, length, k):
    """TE and TM modes at height z, slab of unit area between two mirrors."""
    u = kz / k
    s = np.sqrt(1 - u**2)
    te = np.stack([-np.sin(phi) + 0 * u, np.cos(phi) + 0 * u, 0 * u], axis=1)
    tm = np.stack([u * np.cos(phi), u * np.sin(phi), -s], axis=1)
    norm = np.where(kz == 0, 0.5 / np.sqrt(length), 1 / np.sqrt(2 * length))
    wave = np.exp(1j * kz * z)[:, None]
    return [norm[:, None] * (e * wave - e * MIRROR * wave.conj())
            for e in (te, tm)]


def golden_rule_rate(d, z, k, n_max=4000):
    """Explicit sum over slab modes; the far mirror is thousands of 1/k away."""
    length = (n_max + 0.5) * np.pi / k
    kz = np.arange(n_max + 1) * np.pi / length
    total = 0.0
    for phi in 2 * np.pi * np.arange(8) / 8:
        for f in standing_modes(kz, phi, z, length, k):
            total += np.sum(np.abs(f @ d)**2)
    return k**2 * (2 * np.pi / 8) * total


# Dipole field: closed form against symbolic derivatives of exp(ikR)/R
X = sp.symbols("x y z", real=True)
k_test = 1.3
R_sym = sp.sqrt(sum(a**2 for a in X))
green = sp.exp(sp.I * k_test * R_sym) / R_sym
tensor = sp.hessian(green, X) + k_test**2 * green * sp.eye(3)
point = np.array([0.7, -0.4, 1.1])
tensor_num = np.array(sp.lambdify(X, tensor, "numpy")(*point), dtype=complex)
p_test = np.array([0.3, -0.8, 0.5])
assert np.allclose(tensor_num @ p_test, dipole_field(point, p_test, k_test),
                   rtol=1e-10, atol=1e-12)

# Dipole plus image: no tangential field on the mirror
height = np.array([0.0, 0.0, 0.9])
for xy in ([0.2, 0.5], [-1.7, 0.8], [3.0, -2.0]):
    spot = np.array([xy[0], xy[1], 0.0])
    own = dipole_field(spot - height, p_test, k_test)
    both = own + dipole_field(spot + height, -MIRROR * p_test, k_test)
    assert np.max(np.abs(both[:2])) < 1e-12 and abs(both[2]) > 1e-3

# Standing modes: norm, orthogonality, boundary values and zero divergence
L_test, k_mode, phi_test = 20.0, 1.0, 0.4
kz_test = np.array([0, 3, 5]) * np.pi / L_test
overlap = np.zeros((6, 6), dtype=complex)
for u_node, w_node in zip(U, W):
    f = np.concatenate(standing_modes(kz_test, phi_test, L_test * u_node,
                                      L_test, k_mode))
    overlap += L_test * w_node * (f.conj() @ f.T)
expected = np.diag([0.0, 1, 1, 1, 1, 1])   # no TE mode with zero kz
assert np.allclose(overlap, expected, atol=1e-10)
for wall in (0.0, L_test):
    for f in standing_modes(kz_test, phi_test, wall, L_test, k_mode):
        assert np.max(np.abs(f[:, :2])) < 1e-12
step, z_mid = 1e-4, 3.3
k_side = np.sqrt(k_mode**2 - kz_test**2)
direction = np.array([np.cos(phi_test), np.sin(phi_test), 0.0])
for pol in (0, 1):
    f_mid, f_up, f_down = [
        standing_modes(kz_test, phi_test, zz, L_test, k_mode)[pol]
        for zz in (z_mid, z_mid + step, z_mid - step)]
    slope = (f_up[:, 2] - f_down[:, 2]) / (2 * step)
    assert np.max(np.abs(1j * k_side * (f_mid @ direction) + slope)) < 1e-7

# Model emitter
omega, dipole = 0.1, 1.0
k = omega / C
wavelength = 2 * np.pi / k
free = 4 * k**3 * dipole**2 / 3
e_perp = np.array([0.0, 0.0, dipole])
e_par = np.array([dipole, 0.0, 0.0])
beta = 0.6
e_tilt = dipole * np.array([np.sin(beta), 0.0, np.cos(beta)])

# Absolute golden-rule rates, two-source emission, and image-field rates
phis = 2 * np.pi * np.arange(8) / 8
for fraction in (0.03, 0.125, 0.37, 1.0):
    z = fraction * wavelength
    q = k * z
    x = 2 * q
    tilt = (np.cos(beta)**2 * ratio_perp(x) + np.sin(beta)**2 * ratio_par(x))
    assert abs(integral_perp(q) - ratio_perp(x)) < 1e-10
    assert abs(integral_par(q) - ratio_par(x)) < 1e-10
    for d, ratio in ((e_perp, ratio_perp(x)), (e_par, ratio_par(x)),
                     (e_tilt, tilt)):
        assert abs(golden_rule_rate(d, z, k) / free - ratio) < 1e-5
        image = -MIRROR * d
        field = dipole_field(np.array([0.0, 0.0, 2 * z]), image, k)
        assert abs(1 + 2 * (d @ field.imag) / free - ratio) < 1e-9
        emitted = 0.0
        for phi in phis:
            s = np.sqrt(1 - U**2)
            n = np.stack([s * np.cos(phi), s * np.sin(phi), U], axis=1)
            amp = (np.exp(1j * q * U)[:, None] * d
                   + np.exp(-1j * q * U)[:, None] * image)
            along = np.sum(n * amp, axis=1)
            power = np.sum(np.abs(amp)**2, axis=1) - np.abs(along)**2
            emitted += np.sum(W * power) * 2 * np.pi / 8
        assert abs(3 / (8 * np.pi) * emitted / dipole**2 - ratio) < 1e-10

# Imaginary field as a sum of plane waves, for a general separation
plane_sum = np.zeros(3, dtype=complex)
scalar_sum = 0.0
for phi in 2 * np.pi * np.arange(40) / 40:
    s = np.sqrt(1 - nodes**2)
    n = np.stack([s * np.cos(phi), s * np.sin(phi), nodes], axis=1)
    phase = weights * np.exp(1j * k_test * (n @ point)) * 2 * np.pi / 40
    plane_sum += phase @ (p_test - n * (n @ p_test)[:, None])
    scalar_sum += np.sum(phase)
plane_sum *= k_test**3 / (4 * np.pi)
assert np.allclose(plane_sum, dipole_field(point, p_test, k_test).imag,
                   atol=1e-10)
R_point = np.linalg.norm(point)
assert abs(k_test * scalar_sum / (4 * np.pi)
           - np.sin(k_test * R_point) / R_point) < 1e-10

# Own field close to the dipole gives the free rate (error of order (kR)^2)
own = dipole_field(np.array([0.006, 0.0, 0.008]) / k, e_perp, k)
assert abs(2 * (e_perp @ own.imag) / free - 1) < 1e-4

# Contact: limits and leading corrections, with a fourth-order remainder
contact_perp, contact_par = integral_perp(0.0), integral_par(0.0)
assert abs(contact_perp - 2) < 1e-12 and abs(contact_par) < 1e-12
assert abs(golden_rule_rate(e_perp, 0.0, k) / free - 2) < 1e-5
assert golden_rule_rate(e_par, 0.0, k) / free < 1e-12
for q in (0.05, 0.1, 0.2):
    assert abs(integral_perp(q) - (2 - 2 * q**2 / 5)) < 0.2 * q**4
    assert abs(integral_par(q) - 4 * q**2 / 5) < 0.2 * q**4

# Large distance: leading oscillations, with the next order as the tolerance
for x in (40.0, 55.3, 71.9, 90.4):
    dev_perp = integral_perp(x / 2) - 1
    dev_par = integral_par(x / 2) - 1
    assert abs(dev_perp + 3 * np.cos(x) / x**2) < 3.1 / x**3
    assert abs(dev_par + 1.5 * np.sin(x) / x) < 1.6 / x**2

# Extreme rates: refined from the formulas, checked by a scan of the integrals
best_par = minimize_scalar(lambda x: -ratio_par(x), bounds=(3, 6),
                           method="bounded", options={"xatol": 1e-9})
best_perp = minimize_scalar(ratio_perp, bounds=(4, 8),
                            method="bounded", options={"xatol": 1e-9})
scan = np.linspace(0.0, 40.0, 4001)
scan_par = np.array([integral_par(x / 2) for x in scan])
scan_perp = np.array([integral_perp(x / 2) for x in scan])
assert abs(scan_par.max() + best_par.fun) < 1e-4
assert abs(scan_perp.min() - best_perp.fun) < 1e-4
assert abs(scan[scan_par.argmax()] - best_par.x) < 0.02
assert abs(scan[scan_perp.argmin()] - best_perp.x) < 0.02

# Conditions of use, at the nearest and the farthest tabulated distance
z_near, z_far = 0.01 * wavelength, 2.0 * wavelength
near_field = dipole_field(np.array([0, 0, 2 * z_near]), e_perp, k)
shift_ratio = abs(e_perp @ near_field.real) / omega
delay_ratio = free * 2 * z_far / C
assert shift_ratio < 1e-4 and delay_ratio < 1e-4

print("MODEL EMITTER")
print(f"transition frequency omega = {omega:.3f} Eh")
print(f"transition dipole d = {dipole:.3f} e a0")
print(f"speed of light c = {C:.4f} a.u.")
print(f"wave number k = {k:.6e} 1/a0")
print(f"wavelength = {wavelength:.2f} a0 = {wavelength * BOHR_NM:.2f} nm")
print(f"free decay rate = {free:.5e} a.u. = {free / TIME_S:.4e} 1/s")
print(f"free lifetime = {TIME_S / free * 1e9:.3f} ns")
print("RATES DIVIDED BY THE FREE RATE (dimensionless)")
print("z/wavelength  z (a0)    perpendicular  parallel  average")
print(f"contact limit    0.0  {contact_perp:12.5f} {contact_par:11.5f}"
      f" {(contact_perp + 2 * contact_par) / 3:9.5f}")
for fraction in (0.01, 0.05, 0.125, 0.25, 0.5, 1.0, 2.0):
    x = 4 * np.pi * fraction
    a, b = ratio_perp(x), ratio_par(x)
    print(f"{fraction:8.3f}  {fraction * wavelength:10.1f}  {a:12.5f}"
          f" {b:11.5f} {(a + 2 * b) / 3:9.5f}")
x8 = np.pi / 2
print("HAND EVALUATION AT z = wavelength/8")
print(f"x = {x8:.6f}, 1/x = {1 / x8:.6f}, 1/x^3 = {1 / x8**3:.6f}")
for name, ratio in (("perpendicular", ratio_perp(x8)),
                    ("parallel", ratio_par(x8))):
    print(f"{name}: ratio = {ratio:.5f}, rate = {ratio * free:.5e} a.u.")
    print(f"{name}: lifetime = {TIME_S / (ratio * free) * 1e9:.3f} ns")
q_small = 2 * np.pi * 0.01
print("SMALL-DISTANCE FORMULAS AT z = 0.01 wavelength")
print(f"k z = {q_small:.6f}")
print(f"perpendicular 2 - 2(kz)^2/5 = {2 - 2 * q_small**2 / 5:.6f}")
print(f"parallel 4(kz)^2/5 = {4 * q_small**2 / 5:.6f}")
print("EXTREME RATES")
print(f"largest parallel ratio = {-best_par.fun:.5f}"
      f" at z/wavelength = {best_par.x / (4 * np.pi):.4f}")
print(f"smallest perpendicular ratio = {best_perp.fun:.5f}"
      f" at z/wavelength = {best_perp.x / (4 * np.pi):.4f}")
print("CONDITIONS OF USE (dimensionless)")
print(f"|d.Re E_image|/omega at 0.01 wavelength = {shift_ratio:.2e}")
print(f"free rate x round-trip time at 2 wavelengths = {delay_ratio:.2e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
MODEL EMITTER
transition frequency omega = 0.100 Eh
transition dipole d = 1.000 e a0
speed of light c = 137.0360 a.u.
wave number k = 7.297353e-04 1/a0
wavelength = 8610.23 a0 = 455.63 nm
free decay rate = 5.18125e-10 a.u. = 2.1420e+07 1/s
free lifetime = 46.685 ns
RATES DIVIDED BY THE FREE RATE (dimensionless)
z/wavelength  z (a0)    perpendicular  parallel  average
contact limit    0.0       2.00000     0.00000   0.66667
   0.010        86.1       1.99842     0.00316   0.66824
   0.050       430.5       1.96107     0.07730   0.70523
   0.125      1076.3       1.77404     0.43209   0.87940
   0.250      2152.6       1.30396     1.15198   1.20264
   0.500      4305.1       0.92401     0.96200   0.94934
   1.000      8610.2       0.98100     0.99050   0.98733
   2.000     17220.5       0.99525     0.99763   0.99683
HAND EVALUATION AT z = wavelength/8
x = 1.570796, 1/x = 0.636620, 1/x^3 = 0.258012
perpendicular: ratio = 1.77404, rate = 9.19173e-10 a.u.
perpendicular: lifetime = 26.316 ns
parallel: ratio = 0.43209, rate = 2.23876e-10 a.u.
parallel: lifetime = 108.046 ns
SMALL-DISTANCE FORMULAS AT z = 0.01 wavelength
k z = 0.062832
perpendicular 2 - 2(kz)^2/5 = 1.998421
parallel 4(kz)^2/5 = 0.003158
EXTREME RATES
largest parallel ratio = 1.33548 at z/wavelength = 0.3368
smallest perpendicular ratio = 0.91383 at z/wavelength = 0.4586
CONDITIONS OF USE (dimensionless)
|d.Re E_image|/omega at 0.01 wavelength = 3.95e-06
free rate x round-trip time at 2 wavelengths = 1.30e-07
ALL CHECKS PASSED
```
